# Drain Voltage for 90 Percent of Saturation in a Ballistic Transistor

## Problem

An n-channel transistor is so short that electrons cross it without scattering. Between source and drain the conduction-band edge has a maximum, the barrier top. The total mobile electron density there, \(n\) per unit area, is held at one value for every drain voltage \(V_D\). The electrons are nondegenerate and the temperature is 300 K.

1. Find the current per unit width, \(I/W\), as a function of \(V_D\).
2. Find the drain voltage \(V_{90}\) at which the current reaches 90 percent of its saturation value.
3. Evaluate the currents and \(V_{90}\) for a silicon (100) channel with transport mass \(m=0.19\,m_0\), two equivalent valleys and \(n=4.0\times10^{11}\ \mathrm{cm^{-2}}\). Judge how far the answer can be trusted for a real device.

Conventions: the source is at zero voltage, \(V_D\ge 0\) is the intrinsic drain voltage (without the drop in series resistances), \(q>0\) is the elementary charge, and \(I\) is the magnitude of the current. Saturation means \(qV_D\gg kT\). The contacts are ideal: each emits electrons with its own equilibrium distribution and absorbs all that arrive.

## Hints

**Hint 1.** At the barrier top, ask of each electron which contact it came from. Without scattering, its direction of motion tells you.

**Hint 2.** Write \(u=qV_D/kT\). What is the ratio of the density moving left to the density moving right?

**Hint 3.** In the nondegenerate limit, the mean velocity of a stream does not depend on how many electrons it holds.

**Hint 4.** The source stream is not constant here. The sum of the two streams is, so the barrier must move when \(V_D\) changes.

## Solution

### The two streams

Let \(x\) point from source to drain. An electron at the barrier top with \(k_x>0\) came from the source, because it does not scatter, and the band edge, which is highest at the barrier top, is nowhere high enough to turn it round. Its state is therefore filled according to the source Fermi level \(E_F\). A state with \(k_x<0\) is filled from the drain, whose Fermi level is \(E_F-qV_D\).

Let \(E_0\) be the band edge at the barrier top and \(\eta=(E_F-E_0)/kT\). Nondegenerate means \(e^{\eta}\ll1\), so the Fermi function reduces to the Boltzmann factor. With two spins and \(g_v\) valleys, the source stream has density

\[
n_+=2g_v\int_{k_x>0}\frac{dk_x\,dk_y}{(2\pi)^2}\;
e^{\eta}\,e^{-\hbar^2(k_x^2+k_y^2)/2mkT}.
\]

The integral over all \(k_y\) is \(\sqrt{2\pi mkT}/\hbar\), and that over positive \(k_x\) is half as large. Their product is \(\pi mkT/\hbar^2\), so

\[
n_+=\frac{N_{2D}}{2}\,e^{\eta},\qquad
N_{2D}=\frac{g_v m kT}{\pi\hbar^2}.
\]

The drain stream differs only in its Fermi level, which replaces \(\eta\) by \(\eta-u\):

\[
n_-=\frac{N_{2D}}{2}\,e^{\eta-u}=n_+e^{-u}.
\]

### The velocity of a stream

The mean of \(v_x\) over the electrons with \(v_x>0\) is

\[
v_T=\frac{\int_0^\infty v\,e^{-mv^2/2kT}\,dv}{\int_0^\infty e^{-mv^2/2kT}\,dv}
=\frac{kT/m}{\tfrac12\sqrt{2\pi kT/m}}
=\sqrt{\frac{2kT}{\pi m}} .
\]

The factor \(e^\eta\) has cancelled. Both streams therefore have the same speed \(v_T\), in opposite directions, and the net current is

\[
\frac{I}{W}=q\,v_T\,(n_+-n_-).
\]

### Imposing the fixed charge

The condition \(n_++n_-=n\) becomes \(n_+(1+e^{-u})=n\), so

\[
n_+=\frac{n}{1+e^{-u}},\qquad n_-=\frac{n\,e^{-u}}{1+e^{-u}} .
\]

Inserting these in the current, and then multiplying numerator and denominator by \(e^{u/2}\), gives

\[
\frac{I}{W}=q\,n\,v_T\,\frac{1-e^{-u}}{1+e^{-u}}
=q\,n\,v_T\tanh\!\left(\frac{qV_D}{2kT}\right).
\]

This answers part 1. For small \(V_D\), \(\tanh(u/2)\approx u/2\), and the current is linear in voltage although no electron scatters. The conductance is finite because each contact emits only a limited stream, and a small voltage unbalances the two opposing streams only slightly, in proportion to \(V_D\). For large \(V_D\) the drain stream vanishes and the current tends to \(q\,n\,v_T\).

### The 90 percent point

Put \(s=e^{-u}\). The condition is

\[
\frac{1-s}{1+s}=0.9
\;\Rightarrow\; 1-s=0.9+0.9s
\;\Rightarrow\; 0.1=1.9s
\;\Rightarrow\; s=\frac1{19}.
\]

Since \(u=-\ln s\),

\[
V_{90}=\frac{kT}{q}\ln 19 .
\]

At this voltage the source stream holds \(19/20=95\) percent of the density and the drain stream 5 percent. Their difference is the required 90 percent.

The result contains neither \(n\) nor \(m\) nor \(g_v\). It also holds for several subbands with different masses, provided that their energy spacings stay fixed. Each subband \(i\) then obeys \(n_{i-}=n_{i+}e^{-u}\), and the current is proportional to \((1-e^{-u})\sum_i v_i n_{i+}\). Because the subbands keep their relative populations, this sum is a constant mean velocity times \(n_+\), and the derivation goes through with that velocity in place of \(v_T\).

### Numbers

At 300 K, \(kT/q=25.85\) mV and \(\ln19=2.944\), so

\[
V_{90}=25.85\ \mathrm{mV}\times2.944=76.1\ \mathrm{mV}=0.0761\ \mathrm{V}.
\]

The thermal velocity for \(m=0.19\,m_0\) is \(v_T=1.234\times10^7\) cm/s. The saturation current per width is

\[
q\,n\,v_T=(1.602\times10^{-19}\ \mathrm{C})(4.0\times10^{11}\ \mathrm{cm^{-2}})(1.234\times10^{7}\ \mathrm{cm/s}),
\]

which is 79.1 µA/µm. At \(V_{90}\) the current is 71.2 µA/µm, carried by streams of \(3.8\times10^{11}\) and \(0.2\times10^{11}\ \mathrm{cm^{-2}}\).

The formula gives 44.9 percent of saturation at 25 mV, 74.7 percent at 50 mV, 95.9 percent at 100 mV and 99.4 percent at 150 mV. The approach is exponential, since \(1-\tanh(u/2)=2e^{-u}/(1+e^{-u})\approx2e^{-u}\) for large \(u\).

### What holds the charge fixed

At \(V_D=0\) the two streams are equal and \(n=N_{2D}e^{\eta_0}\), where \(\eta_0\) is the value of \(\eta\) there. At voltage \(V_D\), \(n=\tfrac12N_{2D}e^{\eta}(1+e^{-u})\). Equating the two gives

\[
kT(\eta-\eta_0)=kT\ln\frac{2}{1+e^{-u}} .
\]

This is the amount by which the barrier must fall, so that the source makes up for the electrons the drain no longer supplies. It is \(kT\ln1.9=16.6\) meV at \(V_{90}\) and tends to \(kT\ln2=17.9\) meV in saturation.

Does a constant gate voltage bring this about? Let the barrier fall by \(q\,\Delta\varphi\). The channel potential then rises by \(\Delta\varphi\) and the voltage across the oxide drops by the same amount. With oxide capacitance \(C_{ox}\) per area, and with no direct influence of the drain,

\[
q(n-n_0)=-C_{ox}\,\Delta\varphi ,
\]

where \(n_0\) is the density at \(V_D=0\). The loss of charge is small if \(C_{ox}\) is much less than the quantum capacitance \(C_Q=q^2n_0/kT\), which measures how strongly the density responds to the barrier. For an oxide 1 nm thick with relative permittivity 3.9, \(C_{ox}=3.45\ \mathrm{\mu F/cm^2}\), while \(C_Q=2.48\ \mathrm{\mu F/cm^2}\). The condition fails in this example. Without direct influence of the drain, the charge stays fixed only if the gate voltage is raised along with \(V_D\). At \(V_{90}\) the rise is 16.6 mV in the nondegenerate limit, and about 18 mV with Fermi–Dirac streams at this density.

### How good is the nondegenerate limit?

Here \(N_{2D}=4.10\times10^{12}\ \mathrm{cm^{-2}}\), so \(n/N_{2D}=0.0975\). To find the first correction, put \(z=e^{\eta}\) and expand the Fermi function as \(ze^{-\varepsilon}-z^2e^{-2\varepsilon}\), where \(\varepsilon\) is the kinetic energy divided by \(kT\). The second term is a Boltzmann distribution at temperature \(T/2\). Its density integral is smaller by a factor \(1/2\), and its flux integral by \(1/2^{3/2}\), because the velocity falls by \(\sqrt2\) as well. In units of \(N_{2D}/2\) and \(N_{2D}v_T/2\), a stream has

\[
N=z-\frac{z^2}{2},\qquad
F=z-\frac{z^2}{2^{3/2}}\approx N+\alpha N^2,\qquad
\alpha=\frac12-\frac1{2^{3/2}} .
\]

The net flux is

\[
F_+-F_-=(N_+-N_-)\,[1+\alpha(N_++N_-)].
\]

The bracket is constant at fixed charge and cancels from the ratio to saturation. To this order the streams must therefore still satisfy \(N_-/N_+=1/19\). The drain stream has \(z_-=sz\), so

\[
\frac{N_-}{N_+}=s\,\frac{1-sz/2}{1-z/2}\approx s\left[1+\frac z2(1-s)\right]=\frac1{19}.
\]

Taking the logarithm, and using \(s=1/19\) in the small term,

\[
u=\ln19+\frac z2\cdot\frac{18}{19}=\ln 19+\frac{9z}{19}.
\]

With \(z\approx2n_+/N_{2D}=2\times0.95\times0.0975\approx0.185\), the shift is \(0.088\,kT/q\), or 2.3 mV. The full Fermi–Dirac streams, integrated numerically over \(k_x\) and \(k_y\) with the barrier found from the charge condition by root search, give \(V_{90}=78.4\) mV. That agrees with the estimate. The bracket does change the current itself: with \(N_++N_-=0.195\) it equals 1.029, and the Fermi–Dirac saturation current is 81.4 instead of 79.1 µA/µm.

The same calculation at \(10^{13}\ \mathrm{cm^{-2}}\), with all electrons kept in one subband, gives 152 mV. The drain Fermi level must then first fall through the range of filled states before the drain stream becomes small.

### Beside a real device

The mass and valley number are those of the lowest subbands of a silicon (100) inversion layer. The density is that of a transistor just above threshold; a fully switched-on device works at a density of rough order \(10^{13}\ \mathrm{cm^{-2}}\), where the nondegenerate formula does not apply. The following estimates use rough typical parameters.

- **Higher subbands.** The currents above assume that all electrons are in the lowest subband. In a silicon layer 5 nm thick, treated as a square well with hard walls, only about 65 percent are at 300 K. Some of the others have a heavier transport mass, and the nondegenerate saturation current is 73.7 instead of 79.1 µA/µm for a channel along ⟨100⟩, and 74.7 µA/µm along ⟨110⟩. The share in the lowest subband depends strongly on the thickness: about 99 percent at 3 nm and about one fifth at 10 nm. \(V_{90}\) does not change in this limit as long as the subband spacings stay fixed.
- **Gate held constant.** Solving the charge balance above together with the Fermi–Dirac streams, the density falls from \(4.0\) to \(2.6\times10^{11}\ \mathrm{cm^{-2}}\) in saturation, and \(V_{90}\) becomes 66.9 mV, against 78.4 mV for the same streams at fixed charge. This uses the oxide capacitance alone. If the charge lies 2.5 nm deep in the silicon, the capacitance drops to \(1.88\ \mathrm{\mu F/cm^2}\) and \(V_{90}\) becomes 70.0 mV.
- **Drain control of the barrier.** Suppose that each volt on the drain acts like an extra 50 mV on the gate, which adds \(C_{ox}\times0.05\,V_D\) to the right side of the charge balance. At constant gate voltage the current then has no plateau. Relative to the current at 0.7 V, the 90 percent point lies at 592 mV, because the density, after an initial fall while the drain stream dies out, grows with \(V_D\), to \(5.5\times10^{11}\ \mathrm{cm^{-2}}\) at 0.7 V. Without a plateau this number mainly follows the chosen reference: it is 305 mV relative to 0.4 V and 876 mV relative to 1.0 V.
- **Series resistance.** A total of 200 Ω µm drops \(71.2\ \mathrm{\mu A/\mu m}\times200\ \Omega\,\mathrm{\mu m}=14.2\) mV, so the terminals must supply about 90 mV.
- **Tunnelling.** If the barrier falls by \(kT\) within \(\ell=5\) nm of its top, \(\tfrac12m\omega^2\ell^2=kT\) gives \(\hbar\omega=28.8\) meV. A parabolic barrier transmits the fraction \(1/(1+e^{-2\pi(E-E_0)/\hbar\omega})\) at energy \(E\) of the motion along \(x\). Averaging this with the Boltzmann factor multiplies the current injected at a given barrier height by \(y/\sin y\), with \(y=\hbar\omega/2kT\), a gain of 5.4 percent. Both contacts gain the same factor if the barrier keeps its shape, so \(V_{90}\) does not change. The gain holds at a given barrier height, not at a given charge. The thermal density at the top of a parabolic barrier also rises, by \(\sqrt{2y/\sin 2y}=1.114\), which is the harmonic-oscillator result with \(\omega\) replaced by \(i\omega\). At fixed charge the current is therefore multiplied by \(1.054/1.114\), a fall of about 5 percent.
- **Temperature.** \(V_{90}\) is proportional to \(T\) and reaches 88.8 mV at 350 K.

At this density, just above threshold, drain control moves the answer most of these effects, and it does so by breaking the assumption of fixed charge. At \(10^{13}\ \mathrm{cm^{-2}}\) the charge is much better fixed: in one subband, \(V_{90}\) is 152 mV at fixed charge, 138 mV with the gate held, and 171 mV with the same drain control, relative to 0.7 V. The value of 76 mV therefore describes how fast the drain stream dies out. It is not the voltage at which the current of a short transistor at constant gate voltage becomes flat.

## Variation 1: fixed barrier height

*The barrier height, not the charge, is held constant. Where is the 90 percent point now?*

The source stream \(n_+\) is now constant, and

\[
\frac IW=q\,v_T\,n_+(1-e^{-u}).
\]

The saturation current is \(q\,v_T\,n_+\). The condition \(1-e^{-u}=0.9\) gives \(e^{-u}=1/10\), so

\[
V_{90}=\frac{kT}{q}\ln10=59.5\ \mathrm{mV}.
\]

The voltage is lower than at fixed charge because the source stream no longer grows with \(V_D\): the current has less far to climb. If the density at \(V_D=0\) is \(n\), then \(n_+=n/2\), and the saturation current is half of that at fixed charge.

This is the limit \(C_{ox}\gg C_Q\) at constant gate voltage without drain control, since the gate then pins the channel potential. The 1 nm oxide lies between the two limits, and so does its 66.9 mV; with Fermi–Dirac streams at this density the two limits are 60.3 and 78.4 mV.

## Variation 2: some scattering

*Beyond the barrier top, on the drain side, electrons scatter. A fraction \(T_r=0.6\) of those entering this region from either end gets through, and the rest returns to the end it came from. \(T_r\) does not depend on \(V_D\), both streams keep the speed \(v_T\), and the charge is fixed again.*

Let the source inject the flux \(F\) at the barrier top. The drain injects \(Fs\), with \(s=e^{-u}\). The flux moving left at the barrier top consists of reflected source electrons and transmitted drain electrons:

\[
F_{\leftarrow}=(1-T_r)F+T_rFs .
\]

The net flux and the density follow as

\[
F-F_{\leftarrow}=T_rF(1-s),\qquad
n\,v_T=F+F_{\leftarrow}=F\,[(2-T_r)+T_rs].
\]

Dividing the first by the second, with \(r=T_r/(2-T_r)\),

\[
\frac{I}{W}=q\,n\,v_T\,\frac{r(1-s)}{1+rs}.
\]

In saturation \(s\to0\), and the current is \(r\,q\,n\,v_T\). The 90 percent condition is

\[
\frac{1-s}{1+rs}=0.9\;\Rightarrow\;0.1=s(1+0.9r)\;\Rightarrow\;
V_{90}=\frac{kT}{q}\ln[10(1+0.9r)] .
\]

For \(T_r=1\), \(r=1\) and \(\ln19\) returns. For \(T_r\to0\) the result tends to \(\ln10\): nearly all source electrons come back, so the density at the barrier top hardly depends on the drain, and fixed charge then means a fixed barrier.

For \(T_r=0.6\), \(r=0.6/1.4=0.43\). The saturation current drops to 43 percent of the ballistic value, and \(V_{90}=68.0\) mV. If \(T_r\) instead rises with \(V_D\) towards 0.6, the current at low voltage is a smaller fraction of the same saturation current, and \(V_{90}\) lies above 68.0 mV.
